# Final grain density of a film grown by continuous nucleation

## The problem

A monolayer semiconductor for transistor channels is grown from the vapour on a flat substrate. Grains nucleate, spread sideways and meet until the film is closed. The model is as follows.

- The substrate is much larger than a grain. Nucleation events occur at random, independent places and times, at a constant rate $J$ per unit of uncovered area and unit of time.
- A new grain has negligible size. It grows as a disc whose radius increases at the constant speed $v$.
- Growth stops where two grains touch and continues elsewhere. Nothing nucleates in this layer on ground that is already covered.

(a) How must the final number of grains per area, $N$, depend on $J$ and $v$?

(b) Find the uncovered fraction $U(t)$ of the substrate at time $t$, starting from a bare substrate at $t=0$.

(c) Find $N$, including its numerical prefactor.

(d) Evaluate the result for $J=1\times10^{-4}\ \mu\mathrm{m}^{-2}\,\mathrm{s}^{-1}$ and $v=0.01\ \mu\mathrm{m/s}$. When is the film half covered, and how many of the final grains exist by then?

## Hints

1. For (a), write down the units of $J$ and $v$. Only one product of powers of the two is a number per area.
2. The obstacle in (b) is that nucleation depends on the uncovered area, which depends on earlier nucleation. Let events happen on covered ground too, at the same rate $J$. Can a disc started inside an existing disc ever grow out of it?
3. Fix one point of the substrate and ask which events, at which distances and times, would have covered it by time $t$. The point is bare if none of them occurred.
4. For (c), new grains appear at the rate $J\,U(t)$ per total area. The substitution $u\propto t^3$ turns the time integral into a gamma function.

## Full solution

### (a) The powers of J and v

The rate $J$ has the unit 1/(length² time), and $v$ has the unit length/time. In $J^a v^b$ the power of time is $-a-b$, which must vanish, so $b=-a$. The power of length is then $-2a+b=-3a$, which must equal $-2$. Hence $a=2/3$, $b=-2/3$, and

$$N = C\left(\frac{J}{v}\right)^{2/3},$$

with a pure number $C$. This holds because the model contains no other quantity with a unit. A nucleus size, a diffusion length or a density of special sites would spoil the argument.

The powers also have a simple reading. If the film closes after a time of order $\tau$, then $N\sim J\tau$, and the grains fill the plane when $N(v\tau)^2\sim1$. Together these give $\tau\sim(Jv^2)^{-1/3}$ and $N\sim(J/v)^{2/3}$. Faster growth lowers $N$ because it shortens the time during which bare ground is available.

### (b) The uncovered fraction

**Grains that meet.** Suppose that each real grain were allowed to grow as a full disc, passing through its neighbours. The ground covered by these overlapping discs is the same as that covered by the real, mutually blocked grains. To see this, take a point $p$ and the grain whose disc reaches it first. If another grain had reached some point of the straight path to $p$ earlier, it could have continued along the rest of that path at the same speed and would have reached $p$ earlier as well. This contradicts the choice of the first grain, so the path of the first grain is free. Blocking decides which grain owns a point, but not when the point is covered.

**Phantom nuclei.** Now add fictitious events on covered ground, at the same rate $J$ per area. Let a real disc have its centre at $a$ and start at time $s_a$. A phantom starts inside it, at $b$, at the later time $s_b$, so that

$$|b-a|\le v(s_b-s_a).$$

Any point $p$ inside the phantom disc at time $t$ satisfies $|p-b|\le v(t-s_b)$. By the triangle inequality,

$$|p-a|\le |p-b|+|b-a|\le v(t-s_b)+v(s_b-s_a)=v(t-s_a).$$

The point therefore lies in the real disc already, and phantoms cover no new ground. The gain is that real and phantom events together occur at rate $J$ everywhere, independently of what is covered. They form a Poisson process.

**Counting the dangerous events.** A fixed point is covered at time $t$ if an event occurred at some earlier time $s$ within the distance $v(t-s)$. The area of that neighbourhood is $\pi v^2(t-s)^2$. The expected number of such events is therefore

$$X(t)=\int_0^t J\,\pi v^2(t-s)^2\,ds .$$

With the age $q=t-s$, for which $ds=-dq$ and the limits change places, this becomes

$$X(t)=\pi J v^2\int_0^t q^2\,dq=\frac{\pi J v^2t^3}{3}.$$

Two powers of $t$ come from the area of a disc and one from the steady supply of new events.

**The probability of no event.** Divide the relevant region of place and time into many small cells. A cell with expected number $dX$ is empty with probability $1-dX$, up to terms of higher order. The cells are independent, so their probabilities multiply. Since $\ln(1-dX)\to-dX$, the logarithms add up to $-X$, and

$$U(t)=e^{-X(t)}=\exp\left[-\left(\frac t\tau\right)^3\right],\qquad
\tau=\left(\frac{3}{\pi Jv^2}\right)^{1/3}.$$

All points of the large substrate are equivalent, so the probability that one point is bare is also the expected uncovered fraction. At early times $U\approx1-X$, because overlaps are still rare. Later $X$ exceeds 1 and can no longer be a covered fraction, whereas $1-e^{-X}$ stays below 1.

### (c) The final density

Only events on bare ground make grains. An event at time $t$ is independent of the earlier ones, so it falls on bare ground with probability $U(t)$. The expected density $n(t)$ of real grains obeys

$$\frac{dn}{dt}=J\,U(t),\qquad N=J\int_0^\infty \exp\left[-\left(\frac t\tau\right)^3\right]dt .$$

The upper limit may be infinite because $U$ falls so fast that late times add almost nothing. Put $u=(t/\tau)^3$. Then $t=\tau u^{1/3}$ and $dt=\tfrac{\tau}{3}u^{-2/3}du$, so

$$\int_0^\infty e^{-(t/\tau)^3}dt=\frac\tau3\int_0^\infty u^{1/3-1}e^{-u}\,du=\frac\tau3\,\Gamma\!\left(\tfrac13\right)=\tau\,\Gamma\!\left(\tfrac43\right).$$

The last step uses $\Gamma(z+1)=z\Gamma(z)$ with $z=1/3$. Inserting $\tau$ gives

$$N=J\tau\,\Gamma\!\left(\tfrac43\right)
=\Gamma\!\left(\tfrac43\right)\left(\frac3\pi\right)^{1/3}J^{1-1/3}v^{-2/3}.$$

The two numerical factors are $0.89298$ and $0.98475$, and their product is $0.87936$. Therefore

$$\boxed{N=\Gamma\!\left(\tfrac43\right)\left(\frac3\pi\right)^{1/3}\left(\frac Jv\right)^{2/3}\approx0.88\left(\frac Jv\right)^{2/3}}$$

The exponential matters for the prefactor. If $X$ itself is taken as the covered fraction, nucleation ends at $X=1$, that is at $t=\tau$, and

$$N'=J\int_0^\tau\left[1-\left(\frac t\tau\right)^3\right]dt=J\left(\tau-\frac\tau4\right)=\frac34J\tau .$$

The prefactor is then $0.739$, which is 16 % below the correct one. This estimate counts ground under overlapping discs more than once and also includes the discs of phantom events, so it removes bare ground too early.

The result counts nuclei. It is also the density of distinct crystals if touching grains keep a boundary between them. Grains of the same orientation may join into one crystal, and $N$ is then larger than the number of crystals per area.

### (d) Numbers

The ratio of the rates is $J/v=10^{-4}/0.01=0.01\ \mu\mathrm{m}^{-3}$, and $(J/v)^{2/3}=0.04642\ \mu\mathrm{m}^{-2}$. Hence

$$N=0.87936\times0.04642\ \mu\mathrm{m}^{-2}=0.0408\ \mu\mathrm{m}^{-2},$$

or $4.08\times10^6\ \mathrm{cm}^{-2}$. The closed film is shared among its grains, so the mean grain area is $1/N=24.5\ \mu\mathrm{m}^2$. The corresponding length is $1/\sqrt N=4.95\ \mu\mathrm{m}$.

The definition of $\tau$ can be written as $\tau=(3/\pi)^{1/3}(J/v)^{2/3}/J$, which gives

$$\tau=\frac{0.98475\times0.04642}{10^{-4}}\ \mathrm s=457\ \mathrm s .$$

Half coverage means $(t/\tau)^3=\ln2$, so $t_{1/2}=\tau(\ln2)^{1/3}=405$ s. Coverage of 99 % means $(t/\tau)^3=\ln100$, which is reached at about 760 s.

The fraction of the final grains born before $t$ follows from the integral in (c), cut off at $t$:

$$\frac{n(t)}{N}=\frac{\tau/3}{\tau\,\Gamma(4/3)}\int_0^{(t/\tau)^3}u^{-2/3}e^{-u}du
=\frac{1}{\Gamma(1/3)}\int_0^{(t/\tau)^3}u^{-2/3}e^{-u}du .$$

At half coverage the upper limit is $\ln2$, and the fraction is $0.848$. About 85 % of the grains are therefore present when half of the substrate is still bare. The other 15 % start late, on ground that soon closes, and their mean final area is smaller than that of all grains. They therefore take less than 15 % of the final area, and the second half of the film is filled mainly by the growth of existing grains. Switching nucleation off at half coverage would lower $N$ by only 15 %, whereas a large increase of $J$ at that time could still add many small grains.

A direct simulation tests these statements without using the formula for $U$. Events are placed on a periodic square of side 200 µm, and each is accepted only if no real grain covers its position. Twelve runs give $N=0.0408\ \mu\mathrm{m}^{-2}$ with a standard error of $0.0002\ \mu\mathrm{m}^{-2}$, and a fraction $0.847$ of the grains born before $t_{1/2}$. At 250, 450 and 600 s the simulated uncovered fractions are 0.857, 0.379 and 0.093, against 0.849, 0.385 and 0.104 from the formula. The largest difference, 0.011, lies within the tolerance of 0.025 set for these random samples. With $J$ raised eightfold at fixed $v$, the simulated density is $3.998\,N$. With $v$ raised eightfold at fixed $J$, it is $0.250\,N$. The expected factors are $8^{2/3}=4$ and $8^{-2/3}=1/4$.

Since the grain length varies as $N^{-1/2}\propto(v/J)^{1/3}$, doubling it requires an eightfold smaller $J$ at fixed $v$, or an eightfold larger $v$ at fixed $J$. This rule holds as long as both rates stay constant during growth and no other length enters.

### How the model compares with a real film

The chosen rates are rough values in the regime of vapour-phase growth of monolayer MoS₂, where grain sizes vary widely between processes and a few micrometres is not unusual. Several assumptions can fail there. The following changes of $N$ are relative to $0.0408\ \mu\mathrm{m}^{-2}$. Each is computed alone, with the other conditions unchanged, and its size depends on the assumed input.

- Nucleation may need special sites, which are used up. With $0.20$ sites per µm², each bare site nucleating at the rate $J/(0.20\ \mu\mathrm{m}^{-2})$, $N$ falls by 9 %. In the opposite limit, where all sites nucleate before much ground is covered, $N$ approaches the site density and hardly depends on $v$.
- Growth may slow as the film closes. If the speed falls in proportion to the covered fraction, by 30 % at closure, bare ground survives longer and $N$ rises by 7 %.
- Both rates depend on temperature. With assumed Arrhenius energies of 3 eV for $J$ and 1 eV for $v$, a substrate 5 K above 1050 K has 7 % more grains. The sign follows from $N\propto\exp[-2(E_J-E_v)/(3k_BT)]$ and would reverse if $E_v$ were the larger energy.

Two further assumptions, the round shape and nucleation right up to the grain edge, are treated in the variations. Among the changes whose size is given here, the second is the largest, a reduction by 42 % for a depleted rim 2 µm wide. For a real film the factor 0.88 is therefore a reference value and not a prediction, since changes of this size alter even its first digit.

## Variation 1: triangular grains

*Grains of MoS₂ are often triangular. Let all grains be equilateral triangles of the same orientation whose edges advance at speed $v$. Find $N$.*

At age $q$ the inscribed circle of a triangle has radius $r=vq$. The side is $2\sqrt3\,r$, so the area is

$$\frac{\sqrt3}{4}\left(2\sqrt3\,r\right)^2=3\sqrt3\,r^2 .$$

The phantom argument needs a new justification. Let $K$ be the triangle of unit inradius about the origin, so that a grain of age $q$ born at $a$ fills $a+vqK$. If $b$ lies in $a+\alpha K$ and $p$ lies in $b+\beta K$, then $p-a=\alpha k_1+\beta k_2$ with $k_1,k_2$ in $K$. This equals $(\alpha+\beta)$ times a weighted mean of $k_1$ and $k_2$, and the mean lies in $K$ because $K$ is convex. A phantom therefore stays inside its host. The same property replaces the triangle inequality in the argument about blocked grains.

For a given point, the dangerous neighbourhood is the triangle turned by 180°, which has the same area. Everything else is unchanged, with $\pi$ replaced by $3\sqrt3$:

$$N_\triangle=\Gamma\!\left(\tfrac43\right)\left(\frac{3}{3\sqrt3}\right)^{1/3}\left(\frac Jv\right)^{2/3},\qquad
\frac{N_\triangle}{N}=\left(\frac{\pi}{3\sqrt3}\right)^{1/3}.$$

For the example $N_\triangle=0.0345\ \mu\mathrm{m}^{-2}$, which is 15 % less than for discs. Six simulated films give $0.0341\ \mu\mathrm{m}^{-2}$. The comparison holds the edge speed fixed. At equal age a triangle then has more area than the disc, and it removes bare ground sooner.

The proof requires equal orientation. If triangles pointing in opposite directions are mixed, a phantom started near the edge of its host can push a corner through that edge, and the formula is no longer established.

## Variation 2: a depleted rim around each grain

*A growing grain consumes the adatoms near its edge. Suppose that nothing nucleates within a distance $\delta$ of a grain. Bound $N$ from below and find the leading change for small $\delta$.*

An event at time $t$ now succeeds if every real grain, born at time $s$, has its centre farther away than $v(t-s)+\delta$. This is certainly so if no event at all, real or phantom, occurred within that distance. The expected number of such events is

$$X_\delta(t)=\pi J\int_0^t(vq+\delta)^2dq=\frac{\pi J}{3v}\left[(vt+\delta)^3-\delta^3\right],$$

and therefore

$$N_\delta\ge J\int_0^\infty e^{-X_\delta(t)}\,dt .$$

Equality is lost because phantoms are no longer harmless. A phantom in the rim of a grain would carry a forbidden zone of its own, and this zone reaches beyond the rim.

For small $\delta$, expanding the cube gives $X_\delta= X+\pi Jvt^2\delta$ up to terms in $\delta^2$. To first order $e^{-X_\delta}\approx e^{-X}(1-\pi Jvt^2\delta)$. With $\int_0^\infty t^2e^{-(t/\tau)^3}dt=\tau^3/3$, the bound becomes

$$N-\pi J^2v\,\delta\,\frac{\tau^3}{3}=N-\pi J^2v\,\delta\,\frac{1}{\pi Jv^2}=N-\frac{J\delta}{v}.$$

The true density has the same first-order term. A phantom falls in a rim with a probability of order $\delta$. Its forbidden disc passes beyond that of its host by a depth $\varepsilon\le\delta$, and only along an arc whose length is proportional to $\sqrt\varepsilon$, so the extra zone is a thin sliver with an area of order $\delta^{3/2}$. The error of the bound is therefore of order $\delta^{5/2}$, which does not affect the term linear in $\delta$.

For $\delta=0.5$ µm the reduction is $0.01\times0.5=0.005\ \mu\mathrm{m}^{-2}$, which leaves $0.0358\ \mu\mathrm{m}^{-2}$. The full bound is $0.0359\ \mu\mathrm{m}^{-2}$, and the simulation also gives $0.0359\ \mu\mathrm{m}^{-2}$, 12 % below the value without a rim. For $\delta=2$ µm the expansion is no longer adequate, since $\delta$ is not small against $v\tau=4.6$ µm. The bound is then $0.0231\ \mu\mathrm{m}^{-2}$ and the simulation gives $0.0238\ \mu\mathrm{m}^{-2}$, a reduction by 42 %.

The same formula covers nuclei of finite initial radius $r_0$ if a nucleus may form wherever its centre lies on bare ground, because a grain of radius $r_0+vq$ forbids the same region as a point nucleus with a rim $\delta=r_0$. For $r_0=0.001$ µm the density falls by at most 0.025 %, so neglecting the size of the nucleus is safe in this example. The remaining values are listed in the numerical output.

## Values computed for the example and the checks

```
nucleation rate J = 1.0e-04 um^-2 s^-1
radial speed v = 0.010 um/s
prefactor Gamma(4/3)(3/pi)^(1/3) = 0.87936
Gamma(4/3) = 0.89298
(3/pi)^(1/3) = 0.98475
J/v = 0.0100 um^-3
(J/v)^(2/3) = 0.04642 um^-2
time scale tau = 457.1 s
time of half coverage = 404.5 s
time of 99 % coverage = 760.5 s
final density N, formula = 0.04082 um^-2
final density N, converted = 4.082e+06 cm^-2
final density N, rate equations = 0.04082 um^-2
final density N, simulation = 0.04080 um^-2
standard error of simulation = 0.00021 um^-2
mean grain area 1/N = 24.50 um^2
grain length 1/sqrt(N) = 4.95 um
simulated square side = 200 um, runs = 12
uncovered at 250 s: formula 0.849, simulation 0.857
uncovered at 450 s: formula 0.385, simulation 0.379
uncovered at 600 s: formula 0.104, simulation 0.093
grains born before half coverage, formula = 0.848
grains born before half coverage, simulation = 0.847
phantom events in first run = 2916
largest covering-time shift by phantoms = 0.0e+00 s
8 J: simulated density / N = 3.998
8 v: simulated density / N = 0.2500
overlaps counted twice: density = 0.03428 um^-2
overlaps counted twice: prefactor = 0.7386
overlaps counted twice: error = -16.0 %
aligned triangles, formula = 0.03451 um^-2
aligned triangles, simulation = 0.03414 um^-2
aligned triangles: change of N = -15.4 %
rim 0.5 um: simulated N = 0.03592 um^-2
rim 0.5 um: standard error = 0.00010 um^-2
rim 0.5 um: lower bound = 0.03586 um^-2
rim 0.5 um: change of N = -12.0 %
rim 2.0 um: simulated N = 0.02381 um^-2
rim 2.0 um: standard error = 0.00014 um^-2
rim 2.0 um: lower bound = 0.02308 um^-2
rim 2.0 um: change of N = -41.7 %
nucleus radius 0.001 um: N lower by at most 0.025 %
site density 0.20 um^-2: change of N = -9.1 %
speed falling by 30 % at closure: change of N = 6.7 %
assumed energies: E_J = 3.0 eV, E_v = 1.0 eV
5 K above 1050 K: change of N = 7.2 %
```
